# Thermal and zero-point shifts of band energies in adiabatic Allen-Heine-Cardona theory: test program

```python
# Adiabatic Allen-Heine-Cardona shift, tested on a 1D diatomic ring (Hartree a.u. inside).
# Claim: <e_nk(u)> - e_nk = (1/N) sum_{q,nu} C_{q nu} (n_{q nu} + 1/2),  C = Fan + DW,
#   Fan = 2 sum_m |g_m|^2/(e_nk - e_{m,k+q}),  DW = <nk| second-order potential |nk>,
#   xi_kappa = e_kappa/sqrt(2 M_kappa w) is the displacement pattern of mode (q,nu).
# H(u) = p^2/2 + Gaussian wells on atoms A, B (optionally also on bond midpoints, which
# follow both neighbours and break the rigid-ion property). Phonons: springs K.
# Independent side: exact eigenvalues of the displaced N-cell supercell.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

HA = sc.physical_constants['Hartree energy in eV'][0]
BOHR = sc.physical_constants['Bohr radius'][0] * 1e10
AMU = sc.physical_constants['atomic mass constant'][0] / sc.m_e
KB = sc.k / sc.e / HA
MEV = 1000 * HA
A_ANG, SIG_ANG, VA, VB, MA, MB, K_EV, NCELL = 3.0, 0.5, 10.0, 6.0, 20.0, 40.0, 5.0, 3
XB2, VBOND2 = 0.4, 2.0
SIG, KS = SIG_ANG / BOHR, K_EV * BOHR**2 / HA

def bose(w, T):
    return 0.0 * w if T == 0 else 1.0 / np.expm1(w / (KB * T))

def shape(Q):
    return -SIG * np.sqrt(2 * np.pi) * np.exp(-0.5 * (Q * SIG)**2)

class Chain:
    def __init__(s, xb=0.5, vbond=0.0, masses=(MA, MB), strain=0.0, cut=7.2):
        s.a = A_ANG / BOHR * (1 + strain)
        s.G = 2 * np.pi / s.a
        s.cut = cut * s.G
        s.M = np.array(masses) * AMU
        # centre: position, depth, list of (atom, cell offset, weight)
        s.cent = [(0.0, VA / HA, [(0, 0, 1.0)]), (xb * s.a, VB / HA, [(1, 0, 1.0)])]
        if vbond:
            s.cent += [(xb * s.a / 2, vbond / HA, [(0, 0, .5), (1, 0, .5)]),
                       ((xb + 1) * s.a / 2, vbond / HA, [(1, 0, .5), (0, 1, .5)])]
    def vmat(s, K1, K0, order):
        Q = K1[:, None] - K0[None, :]
        return [(-1j * Q)**order * d * shape(Q) * np.exp(-1j * Q * x) / s.a for x, d, _ in s.cent]
    def bloch(s, k):
        K = k + s.G * np.arange(-14, 15)
        K = K[np.abs(K) < s.cut]
        e, c = np.linalg.eigh(np.diag(K**2 / 2) + sum(s.vmat(K, K, 0)))
        return K, e, c
    def state(s, k, n):
        K, e, c = s.bloch(k)
        cn = c[:, n]
        D = np.array([(cn.conj() @ h @ cn).real for h in s.vmat(K, K, 2)])
        hat = np.zeros((2, len(K)), complex)
        for h, (_, _, links) in zip(s.vmat(K, K, 1), s.cent):
            for at, _, wt in links:
                hat[at] += wt * (c.conj().T @ h @ cn)
        o = np.arange(len(K)) != n
        Dria = np.array([-2 * np.sum(hat[at][o].conj() * hat.sum(0)[o] / (e[n] - e[o])).real for at in (0, 1)])
        return dict(k=k, n=n, K=K, e=e[n], c=cn, D=D, Dria=Dria)
    def coeff(s, st, q):
        # rows: w, Fan, DW full, DW rigid-ion, DW non-diagonal, |g intraband|
        off = -KS * (1 + np.exp(-1j * q * s.a)) / np.sqrt(s.M[0] * s.M[1])
        w2, ev = np.linalg.eigh(np.array([[2 * KS / s.M[0], off], [np.conj(off), 2 * KS / s.M[1]]]))
        K1, e1, c1 = s.bloch(st['k'] + q)
        gj = [c1.conj().T @ h @ st['c'] for h in s.vmat(K1, st['K'], 1)]
        o = np.arange(len(K1)) != (st['n'] if q == 0 else -1)
        rows = []
        for nu in ((1,) if q == 0 else (0, 1)):
            w = np.sqrt(w2[nu])
            xi = ev[:, nu] / np.sqrt(2 * s.M * w)
            ends = [[xi[at] * np.exp(1j * q * d * s.a) for at, d, _ in L] for _, _, L in s.cent]
            amp = np.array([np.mean(x) for x in ends])
            g = sum(x * y for x, y in zip(amp, gj))
            nd = sum(-0.25 * D * abs(x[0] - x[1])**2 for D, x in zip(st['D'], ends) if len(x) == 2)
            rows.append([w, 2 * np.sum(abs(g[o])**2 / (st['e'] - e1[o])), np.sum(abs(amp)**2 * st['D']),
                         np.sum(abs(xi)**2 * st['Dria']), nd, abs(g[st['n']])])
        return rows
    def table(s, k, n, N):
        st = s.state(k, n)
        return np.array([r for j in range(-((N - 1) // 2), N // 2 + 1) for r in s.coeff(st, j * s.G / N)])

def shift(tab, N, T, absolute=False):
    c = (tab[:, 1] + tab[:, 2]) * (bose(tab[:, 0], T) + 0.5) / N
    return np.abs(c).sum() if absolute else c.sum()

class Ring:
    def __init__(s, ch, N, k):
        K = k + ch.G / N * np.arange(-14 * N, 14 * N + 1)
        s.K = K[np.abs(K) < ch.cut]
        s.F = shape(s.K[:, None] - s.K[None, :]) / (N * ch.a)
        nc = len(ch.cent)
        s.X0, s.dep, s.C = np.zeros(N * nc), np.zeros(N * nc), np.zeros((N * nc, 2 * N))
        for l in range(N):
            for j, (x, d, links) in enumerate(ch.cent):
                s.X0[l * nc + j], s.dep[l * nc + j] = x + l * ch.a, d
                for at, off, wt in links:
                    s.C[l * nc + j, 2 * ((l + off) % N) + at] += wt
        fc = np.zeros((2 * N, 2 * N))
        for i in range(2 * N):
            j = (i + 1) % (2 * N)
            fc[i, i] += KS; fc[j, j] += KS; fc[i, j] -= KS; fc[j, i] -= KS
        rm = 1 / np.sqrt(np.tile(ch.M, N))
        w2, E = np.linalg.eigh(rm[:, None] * fc * rm[None, :])
        s.w, s.U, s.h = np.sqrt(w2[1:]), rm[:, None] * E[:, 1:], 0.02 * np.sqrt(ch.M.mean())
        s.e0 = s.levels(np.zeros(len(s.w)))
    def levels(s, Qm):
        P = np.exp(-1j * np.outer(s.K, s.X0 + s.C @ (s.U @ Qm)))
        return np.linalg.eigvalsh(np.diag(s.K**2 / 2) + s.F * ((P * s.dep) @ P.conj().T))
    def index(s, e):
        i = int(np.argmin(abs(s.e0 - e)))
        assert abs(s.e0[i] - e) < 1e-10
        return i
    def derivs(s, i):
        d1, d2 = [], []
        for v in np.eye(len(s.w)):
            f = {t: s.levels(t * s.h * v)[i] for t in (-2, -1, 1, 2)}
            d1.append((8 * (f[1] - f[-1]) - (f[2] - f[-2])) / (12 * s.h))
            d2.append((16 * (f[1] + f[-1]) - (f[2] + f[-2]) - 30 * s.e0[i]) / (12 * s.h**2))
        return np.array(d1), np.array(d2)
    def average(s, T, p):
        x, wt = np.polynomial.hermite_e.hermegauss(p)
        wt = wt / wt.sum()
        sd = np.sqrt((bose(s.w, T) + 0.5) / s.w)
        acc = 0.0
        for idx in itertools.product(range(p), repeat=len(s.w)):
            idx = list(idx)
            acc = acc + np.prod(wt[idx]) * (s.levels(sd * x[idx]) - s.e0)
        return acc

N = NCELL
m1, m2 = Chain(), Chain(xb=XB2, vbond=VBOND2)
kX = m1.G / 2
print(f"a = {A_ANG} A, sigma = {SIG_ANG} A, V_A = {VA} eV, V_B = {VB} eV, N = {N}")
print(f"M_A = {MA} u, M_B = {MB} u, K = {K_EV} eV/A^2; model 2: x_B = {XB2} a, V_bond = {VBOND2} eV")

# mode coefficients against frozen-mode finite differences, both models, edge and general k
worst = 0.0
for ch in (m1, m2):
    for k in (kX, 0.12 * ch.G):
        ring = Ring(ch, N, k)
        for n in (0, 1):
            tab = ch.table(k, n, N)
            d1, d2 = ring.derivs(ring.index(ch.state(k, n)['e']))
            scale = abs(tab[:, 1] + tab[:, 2]).max() / N
            for w in tab[:, 0]:
                a_, b_ = abs(tab[:, 0] - w) < 1e-9, abs(ring.w - w) < 1e-9
                assert a_.sum() == b_.sum()
                fd = np.sum(d2[b_] / (2 * ring.w[b_]))
                for form in (tab[a_, 1] + tab[a_, 2], tab[a_, 1] + tab[a_, 3] + tab[a_, 4]):
                    worst = max(worst, abs(form.sum() / N - fd) / scale)
            top = np.argmax(tab[:, 0])
            assert abs(abs(d1[-1]) * np.sqrt(N / (2 * ring.w[-1])) - tab[top, 5]) < 1e-8
assert worst < 1e-5
print(f"largest relative error, coefficients vs finite differences: {worst:.1e}")

# worked example
tv, tc = m1.table(kX, 0, N), m1.table(kX, 1, N)
ev_, ec_ = m1.state(kX, 0)['e'], m1.state(kX, 1)['e']
print(f"e_v = {ev_*HA:.4f} eV, e_c = {ec_*HA:.4f} eV, gap = {(ec_-ev_)*HA:.4f} eV, plane waves = {len(m1.bloch(kX)[0])}")
for t in (tv, tc):
    assert np.allclose(t[0:2], t[3:5], rtol=1e-8, atol=1e-13)
    assert np.allclose(t[:, 2], t[:, 3], rtol=1e-8)
for r, name in ((2, "q=0 optical (x1)"), (3, "q=2pi/3a acoustic (x2)"), (4, "q=2pi/3a optical (x2)")):
    print(f"{name}: w = {tv[r,0]*MEV:.3f} meV, n(300 K) = {bose(tv[r,0],300):.4f}, n(600 K) = {bose(tv[r,0],600):.4f}")
    for t, b in ((tv, 'v'), (tc, 'c')):
        print(f"   {b}: Fan {t[r,1]*MEV:.3f}, DW {t[r,2]*MEV:.3f}, total {(t[r,1]+t[r,2])*MEV:.3f} meV")
for T in (0, 300, 600):
    sv, sc_ = shift(tv, N, T), shift(tc, N, T)
    print(f"T = {T} K: v {sv*MEV:.3f}, c {sc_*MEV:.3f}, gap {(sc_-sv)*MEV:.3f} meV = {sc_-sv:.4e} Ha")
big = Chain(cut=10.2)
assert abs(shift(big.table(kX, 1, N), N, 0) - shift(tc, N, 0)) < 1e-6 * shift(tc, N, 0, True)

# thermal oscillator on a grid (units w = 1): variance n+1/2 and Gaussian density
bw = tv[3, 0] / (KB * 300)
dx = 0.15
x = dx * np.arange(-80, 81)
dij = np.subtract.outer(np.arange(161), np.arange(161))
Tm = np.where(dij == 0, np.pi**2 / 6, (-1.0)**abs(dij) / np.maximum(dij**2, 1)) / dx**2
eo, vo = np.linalg.eigh(Tm + np.diag(x**2 / 2))
assert np.allclose((vo[:, :6]**2).T @ x**2, np.arange(6) + 0.5, atol=1e-8)
rho = vo**2 @ np.exp(-bw * eo); rho /= rho.sum()
var = 1 / np.expm1(bw) + 0.5
assert abs(rho @ x**2 - var) < 1e-8
assert np.allclose(rho, dx * np.exp(-x**2 / (2 * var)) / np.sqrt(2 * np.pi * var), atol=1e-9)
print(f"oscillator w/kT = {bw:.4f}: grid <x^2> = {rho @ x**2:.6f}, n+1/2 = {var:.6f}")

# exact eigenvalues averaged over the Gaussian distribution
ring = Ring(m1, N, kX)
iv, ic = ring.index(ev_), ring.index(ec_)
av = ring.average(300, 4)
print(f"exact average 300 K: v {av[iv]*MEV:.3f}, c {av[ic]*MEV:.3f}, gap {(av[ic]-av[iv])*MEV:.3f} meV")
for i, t in ((iv, tv), (ic, tc)):   # difference is the quartic term, bounded loosely here
    assert abs(av[i] - shift(t, N, 300)) < 0.2 * shift(t, N, 300, True)
for lab, kw in (("model 1", {}), ("model 2", dict(xb=XB2, vbond=VBOND2))):
    res = []
    for s_ in (100.0, 400.0):   # masses x s, T / sqrt(s): occupations unchanged
        ch = Chain(masses=(MA * s_, MB * s_), **kw)
        rg, T = Ring(ch, N, kX), 300 / np.sqrt(s_)
        av_s, row = rg.average(T, 3), []
        for n in (0, 1):
            t = ch.table(kX, n, N)
            row.append(av_s[rg.index(ch.state(kX, n)['e'])] - shift(t, N, T))
            assert abs(row[-1]) < 0.02 * shift(t, N, T, True)
        res.append(row)
    ratio = np.array(res[0]) / np.array(res[1])
    assert np.all(abs(ratio - 4) < 0.4)
    print(f"{lab} residual s=100: v {res[0][0]*MEV:.5f}, c {res[0][1]*MEV:.5f} meV; ratio to s=400: {ratio[0]:.3f}, {ratio[1]:.3f}")

# non-rigid-ion model: linear coupling and rigid-ion error
for n, b in ((0, 'v'), (1, 'c')):
    t = m2.table(kX, n, N)
    full, ria = shift(t, N, 0), (t[:, 1] + t[:, 3]).sum() / (2 * N)
    assert t[2, 5] * MEV > 1.0 and abs(full - ria) * MEV > 0.01
    print(f"model 2 {b}: |g_nn(q=0)| {t[2,5]*MEV:.3f}, 0 K full {full*MEV:.3f}, rigid-ion {ria*MEV:.3f}, non-diagonal {t[:,4].sum()/(2*N)*MEV:.3f} meV")

# mass scaling and high-temperature slope
def slope(t):
    return KB * np.sum((t[:, 1] + t[:, 2]) / t[:, 0]) / N
heavy, mixed = Chain(masses=(4 * MA, 4 * MB)), Chain(masses=(MA, 3 * MB))
for n, t in ((0, tv), (1, tc)):
    assert abs(shift(heavy.table(kX, n, N), N, 0) / shift(t, N, 0) - 0.5) < 1e-8
    assert abs(slope(mixed.table(kX, n, N)) / slope(t) - 1) < 1e-7
    nxt = (t[:, 1] + t[:, 2]) * t[:, 0] / (12 * KB * 3000 * N)
    assert abs(shift(t, N, 3000) - slope(t) * 3000 - nxt.sum()) < 1e-2 * abs(nxt).sum()
print(f"high-T slope: v {slope(tv)*MEV:.5f}, c {slope(tc)*MEV:.5f}, gap {(slope(tc)-slope(tv))*MEV:.5f} meV/K")

# two levels and one dynamical oscillator (eV); minus the shift is the addition shift of the upper level
De, wo, g0, nb = 2.0, 0.05, 0.002, 30
bx = np.diag(np.sqrt(np.arange(1, nb)), 1); bx = bx + bx.T
H2 = np.kron(np.diag([0, De]), np.eye(nb)) + np.kron(np.eye(2), wo * np.diag(np.arange(nb))) \
    + g0 * np.kron(np.array([[0, 1], [1, 0]]), bx)
e2 = np.linalg.eigvalsh(H2)
print(f"two-level model: Delta = {De} eV, w = {wo} eV, g = {g0} eV")
for n in range(4):
    ex, na, ad = e2[n] - n * wo, -g0**2 * ((n + 1) / (De + wo) + n / (De - wo)), -g0**2 * (2 * n + 1) / De
    assert abs(ex / na - 1) < 1e-3
    if n == 0:
        assert abs((1 - ex / ad) / (wo / (De + wo)) - 1) < 1e-2
    if n < 2:
        print(f"   n={n}: exact {ex*1e6:.4f}, dynamical {na*1e6:.4f}, adiabatic {ad*1e6:.4f} micro-eV")

# infrared behaviour: deformation potential D, mass m*, sound speed c
Mc = m1.M.sum()
cs = np.sqrt(KS / 2 / Mc) * m1.a
eta, dk, qs = 1e-4, 5e-4, 2e-4 * m1.G
print(f"sound speed hbar*c = {cs*MEV*BOHR:.3f} meV A, test q = {qs/BOHR:.3e} 1/A")
for n, b in ((0, 'v'), (1, 'c')):
    p_, q_ = Chain(strain=eta), Chain(strain=-eta)
    Dp = (p_.bloch(p_.G / 2)[1][n] - q_.bloch(q_.G / 2)[1][n]) / (2 * eta)
    ms = dk**2 / (m1.bloch(kX + dk)[1][n] + m1.bloch(kX - dk)[1][n] - 2 * m1.bloch(kX)[1][n])
    r = m1.coeff(m1.state(kX, n), qs)[0]
    law = -2 * ms * Dp**2 / (Mc * cs)
    assert abs((r[1] + r[2]) * qs / law - 1) < 5e-3
    assert abs(r[5] / (qs * abs(Dp) / np.sqrt(2 * Mc * r[0])) - 1) < 5e-3
    grow = (shift(m1.table(kX, n, 800), 800, 300) - shift(m1.table(kX, n, 400), 400, 300)) / 400
    pred = -ms * Dp**2 * KB * 300 * m1.a**2 / (6 * Mc * cs**2)
    assert abs(grow / pred - 1) < 0.02
    print(f"{b}: D = {Dp*HA:.4f} eV, m* = {ms:.4f} m_e, q*C = {(r[1]+r[2])*qs*MEV/BOHR:.4f}, law {law*MEV/BOHR:.4f} meV/A")
    print(f"   growth at 300 K: {grow*MEV:.5f}, law {pred*MEV:.5f} meV per cell")
for Nn in (6, 24, 96):
    dg = shift(m1.table(kX, 1, Nn), Nn, 300) - shift(m1.table(kX, 0, Nn), Nn, 300)
    print(f"gap shift 300 K, N = {Nn}: {dg*MEV:.3f} meV")

def grid_sum(L, p):
    j = np.arange(-L // 2, L // 2) / L
    q2 = (j[:, None, None]**2 + j[None, :, None]**2 + j[None, None, :]**2).ravel()
    return np.sum(q2[q2 > 0]**(-p / 2)) / L**3
for p, target in ((2, 0.5), (4, 2.0)):
    S = [grid_sum(L, p) for L in (16, 32, 64)]
    rt = (S[2] - S[1]) / (S[1] - S[0])
    assert abs(rt / target - 1) < 0.05
    print(f"3D mean of q^-{p}, L=16,32,64: {S[0]:.3f}, {S[1]:.3f}, {S[2]:.3f}; increment ratio {rt:.3f}")
mf, wf_mev, epss = 0.2, 50.0, 10.0
wf = wf_mev / MEV
f = lambda q: 1 / (q * q / (2 * mf) + wf)
q0 = np.sqrt(2 * mf * wf)
I = quad(f, 0, 50 * q0, limit=200)[0] + quad(f, 50 * q0, np.inf)[0]
dE = -(2 * np.pi * wf / epss) / (2 * np.pi**2) * I
alpha = np.sqrt(mf / (2 * wf)) / epss
assert abs(dE / (-alpha * wf) - 1) < 1e-6
print(f"Froehlich: m* = {mf} m_e, w = {wf_mev} meV, eps* = {epss}, alpha = {alpha:.4f}, shift = {dE*MEV:.3f} meV")
print("ALL CHECKS PASSED")
```

Printed output:

```
a = 3.0 A, sigma = 0.5 A, V_A = 10.0 eV, V_B = 6.0 eV, N = 3
M_A = 20.0 u, M_B = 40.0 u, K = 5.0 eV/A^2; model 2: x_B = 0.4 a, V_bond = 2.0 eV
largest relative error, coefficients vs finite differences: 7.0e-06
e_v = -3.5634 eV, e_c = -1.5475 eV, gap = 2.0159 eV, plane waves = 14
q=0 optical (x1): w = 55.992 meV, n(300 K) = 0.1295, n(600 K) = 0.5119
   v: Fan -54.586, DW 13.670, total -40.916 meV
   c: Fan 47.686, DW -11.050, total 36.637 meV
q=2pi/3a acoustic (x2): w = 25.740 meV, n(300 K) = 0.5860, n(600 K) = 1.5500
   v: Fan -0.069, DW 0.521, total 0.452 meV
   c: Fan 1.601, DW 1.087, total 2.688 meV
q=2pi/3a optical (x2): w = 49.725 meV, n(300 K) = 0.1711, n(600 K) = 0.6187
   v: Fan -12.164, DW 19.445, total 7.281 meV
   c: Fan 17.609, DW -15.927, total 1.682 meV
T = 0 K: v -4.241, c 7.563, gap 11.804 meV = 4.3379e-04 Ha
T = 300 K: v -5.000, c 10.386, gap 15.386 meV = 5.6543e-04 Ha
T = 600 K: v -7.753, c 17.285, gap 25.038 meV = 9.2014e-04 Ha
oscillator w/kT = 0.9957: grid <x^2> = 1.085997, n+1/2 = 1.085997
exact average 300 K: v -4.791, c 10.213, gap 15.004 meV
model 1 residual s=100: v 0.00217, c -0.00179 meV; ratio to s=400: 3.994, 3.994
model 2 residual s=100: v -0.00172, c 0.00040 meV; ratio to s=400: 3.996, 3.997
model 2 v: |g_nn(q=0)| 158.127, 0 K full 6.550, rigid-ion 6.531, non-diagonal 0.019 meV
model 2 c: |g_nn(q=0)| 133.467, 0 K full 2.320, rigid-ion 2.243, non-diagonal 0.077 meV
high-T slope: v -0.01157, c 0.02674, gap 0.03830 meV/K
two-level model: Delta = 2.0 eV, w = 0.05 eV, g = 0.002 eV
   n=0: exact -1.9513, dynamical -1.9512, adiabatic -2.0000 micro-eV
   n=1: exact -5.9539, dynamical -5.9537, adiabatic -6.0000 micro-eV
sound speed hbar*c = 39.592 meV A, test q = 4.189e-04 1/A
v: D = -2.2464 eV, m* = -0.1370 m_e, q*C = 0.3192, law 0.3192 meV/A
   growth at 300 K: 0.15643, law 0.15634 meV per cell
c: D = -1.5951 eV, m* = 0.1076 m_e, q*C = -0.1265, law -0.1265 meV/A
   growth at 300 K: -0.06200, law -0.06194 meV per cell
gap shift 300 K, N = 6: 6.482 meV
gap shift 300 K, N = 24: -3.635 meV
gap shift 300 K, N = 96: -20.897 meV
3D mean of q^-2, L=16,32,64: 7.103, 7.392, 7.534; increment ratio 0.491
3D mean of q^-4, L=16,32,64: 243.549, 508.124, 1037.173; increment ratio 2.000
Froehlich: m* = 0.2 m_e, w = 50.0 meV, eps* = 10.0, alpha = 0.7377, shift = -36.886 meV
ALL CHECKS PASSED
```
